**Wu–Yang density-to-potential inversion: concavity, derivatives and Newton iteration**

For closed-shell Aufbau filling of h = T + V with V = V0 + Σ b_t G_t, density matrix D and target D0, the functional W(b) = tr(DT) + tr[(D − D0)V] is concave, and at an open gap its gradient is tr[(D − D0)G_t] and its Hessian is 4Σ_ia G_t,ia G_u,ia/(ε_i − ε_a), with i occupied and a empty. On a 39-point grid model the program asserts gradient and Hessian against finite differences, a single null vector equal to the constant, recovery of the known potential and of T_s, an error ratio near 4 for one Newton step when the starting error is halved, the predicted gain λ²/2, the slope N − ∫n0 for a misnormalized target, and positive curvature for a non-Aufbau filling; on a 24-site ring it asserts the one-sided slopes +1 and −1 at a closed gap. For Mg with a Hartree–Fock target (19s12p even-tempered orbitals, eight Gaussian potential functions) it asserts the integrals against quadrature, the derivatives, chord and tangent concavity on 30 random pairs (none of the sampled endpoints checked had a closed gap), monotone convergence, W ≤ T_HF, and a density error reduced at least fivefold. The output shows five undamped steps, W_max = 199.593991 Eh against T_HF = 199.597412 Eh, ∫|n − n0| = 0.0404 electrons and a gap of 0.1184 Eh (3.22 eV). In contracted cc-pVDZ it asserts Hessian rank 5 < 8 and a null step that leaves D unchanged while the eigenvalues move. The run with uncontracted cc-pVDZ and ten potential functions is asserted only to obey W ≤ T_HF; it converges, but with a curvature ratio of 1.9e-7 and the 3s level at −0.968 Eh.

## Verification by program

```python
# Wu-Yang inversion, closed shell, hartree atomic units.
# h = T + V, V = V0 + sum_t b_t G_t, D = 2 C_occ C_occ^T (Aufbau), D0 = target.
# Under test: W(b) = tr(D T) + tr((D-D0) V) is concave; with an open gap
#   dW/db_t = tr((D-D0) G_t),  H_tu = 4 sum_ia G_t,ia G_u,ia/(e_i-e_a) = -(A A^T);
# null space of H, kink at a closed gap, W <= T[any determinant with density n0],
# Newton ascent p = (-H + mu)^+ grad (mu = 0 unless the step is rejected),
# lam2 = grad.p at mu = 0, quadratic convergence.
import os
os.environ["OMP_NUM_THREADS"] = "1"
import numpy as np
from scipy.linalg import eigh
from scipy.constants import physical_constants
from pyscf import gto, scf, dft, df
scf.hf.MUTE_CHKFILE = True
EV = physical_constants["Hartree energy in eV"][0]
rng = np.random.default_rng(1)

class WuYang:
    def __init__(s, S, T, V0, G, D0, nocc):
        s.S, s.T, s.V0, s.G, s.D0, s.no = S, T, V0, G, D0, nocc
    def solve(s, b):
        V = s.V0 + np.einsum('t,tmn->mn', b, s.G)
        e, C = eigh(s.T + V, s.S)
        D = 2 * C[:, :s.no] @ C[:, :s.no].T
        return np.sum(D * s.T) + np.sum((D - s.D0) * V), e, C, D, V
    def W(s, b):
        return s.solve(b)[0]
    def grad(s, b):
        return np.einsum('tmn,mn->t', s.G, s.solve(b)[3] - s.D0)
    def factor(s, b):
        _, e, C, _, _ = s.solve(b)
        Gia = C[:, :s.no].T @ s.G @ C[:, s.no:]
        A = 2 * Gia / np.sqrt(e[None, s.no:] - e[:s.no, None])
        return A.reshape(len(b), -1)
    def hess(s, b):
        A = s.factor(b)
        return -A @ A.T
    def modes(s, b, cut=1e-10):
        g = s.grad(b)
        w, U = eigh(-s.hess(b))
        k = w > cut * w.max()
        return g, w[k], U[:, k], U[:, k].T @ g
    def newton(s, b, tol):
        hist = []
        for it in range(100):
            W0 = s.W(b)
            g, w, U, c = s.modes(b)
            row = (it, W0, abs(g).max(), np.sum(c * c / w))
            if abs(g).max() < tol:
                return b, hist + [row + (0.0,)], True
            for mu in [0.0] + [w.max() * 10.0**j for j in range(-8, 7)]:
                y = c / (w + mu)
                model_gain = c @ y - 0.5 * np.sum(w * y * y)
                W1, e = s.solve(b + U @ y)[:2]
                # below 1e-10 Eh the true gain is rounding noise, so the ratio test is skipped
                good = model_gain < 1e-10 or W1 - W0 >= 0.25 * model_gain
                if good and e[s.no] - e[s.no - 1] > 1e-3:
                    break
            else:
                return b, hist + [row + (mu,)], False
            hist.append(row + (mu,))
            b = b + U @ y
        return b, hist, False

d1 = lambda f, h: (f(-2*h) - 8*f(-h) + 8*f(h) - f(2*h)) / (12*h)
d2 = lambda f, h: (-f(-2*h) + 16*f(-h) - 30*f(0.) + 16*f(h) - f(2*h)) / (12*h*h)

def derivative_errors(m, b):
    I = np.eye(len(b))
    eg = abs(np.array([d1(lambda t: m.W(b + t*u), 2e-3) for u in I]) - m.grad(b)).max()
    H = m.hess(b)
    eh = abs(np.array([d1(lambda t: m.grad(b + t*u), 2e-3) for u in I]) - H).max()
    u = rng.normal(size=len(b)); u /= np.linalg.norm(u)
    return eg, eh, d2(lambda t: m.W(b + t*u), 5e-3), u @ H @ u

def table(hist, rows):
    print("iter  W/Eh  max|grad|/e  lam2/Eh  mu/(1/Eh)")
    sel = hist if len(hist) <= rows else hist[:rows//2] + hist[-(rows//2):]
    for r in sel:
        print("%2d %.9f %.2e %.2e %.1e" % r)
    assert all(q[1] >= p[1] - 1e-10 for p, q in zip(hist, hist[1:]))

# ---------- grid model: one potential parameter per site ----------
M, dx = 39, 0.2
x = -4 + dx * np.arange(1, M + 1)
T = (np.eye(M) - 0.5*np.eye(M, k=1) - 0.5*np.eye(M, k=-1)) / dx**2
vstar = -1.0/np.sqrt((x + 1.5)**2 + 1) - 1.2/np.sqrt((x - 1.5)**2 + 1)
es, Cs = eigh(T + np.diag(vstar))
D0 = 2 * Cs[:, :2] @ Cs[:, :2].T
G = np.array([np.diag(u) for u in np.eye(M)])
mod = WuYang(np.eye(M), T, np.zeros((M, M)), G, D0, 2)
print("model: M=%d dx=%.1f bohr, N=4, wells 1.0, 1.2 at -1.5, +1.5 bohr, soft 1 bohr" % (M, dx))
eg, eh, c_fd, c_an = derivative_errors(mod, np.zeros(M))
assert eg < 1e-8 and eh < 1e-8 and abs(c_fd - c_an) < 1e-7
print("model FD errors: grad %.1e e, Hessian %.1e 1/Eh" % (eg, eh))
w, U = eigh(-mod.hess(vstar))
assert abs(w[0]) < 1e-13 and w[1] > 1e-8 and abs(abs(U[:, 0].sum())/np.sqrt(M) - 1) < 1e-8
print("model eig(-H): %.1e %.2e ... %.3f 1/Eh; min|D_j,j+1| %.2e" %
      (w[0], w[1], w[-1], abs(np.diag(D0, 1)).min()))
centred = lambda v: abs((v - vstar) - (v - vstar).mean()).max()
vb, hist, ok = mod.newton(np.zeros(M), 1e-12)
table(hist, 8)
Tstar = np.sum(D0 * T)
assert ok and centred(vb) < 1e-6 and abs(hist[-1][1] - Tstar) < 1e-10
print("model T_s %.9f Eh, max|v-v*-c| %.1e Eh, c %.6f Eh" % (Tstar, centred(vb), (vb - vstar).mean()))
errs = []
for eps in (0.01, 0.005):
    v0 = vstar + eps * np.sin(x)
    _, w, U, c = mod.modes(v0)
    p, lam2 = U @ (c / w), np.sum(c * c / w)
    errs.append(centred(v0 + p))
gain = mod.W(v0 + p) - mod.W(v0)
assert 3.6 < errs[0]/errs[1] < 4.4 and abs(gain/(lam2/2) - 1) < 0.05
print("one step from eps=0.01, 0.005 Eh: err %.3e %.3e Eh, ratio %.3f" % (*errs, errs[0]/errs[1]))
print("gain %.4e Eh, lam2/2 %.4e Eh" % (gain, lam2/2))
bad = WuYang(np.eye(M), T, np.zeros((M, M)), G, 1.01 * D0, 2)
slope = (bad.W(vstar + 3.0) - bad.W(vstar)) / 3.0
assert abs(slope - (4 - np.trace(bad.D0))) < 1e-10 and abs(mod.W(vstar + 3.0) - Tstar) < 1e-10
print("target scaled by 1.01: dW/dc %.4f e" % slope)
others = [q for q in range(M) if q != 1]   # a pair placed in the second level only
P = Cs[:, [1]] * Cs[:, others]
wx, Ux = eigh(4 * (P / (es[1] - es[others])) @ P.T)
cx = d2(lambda t: 2 * eigh(T + np.diag(vstar + t*Ux[:, -1]), eigvals_only=True)[1], 2e-3)
assert wx[-1] > 0 and abs(cx/wx[-1] - 1) < 1e-4
print("non-Aufbau curvature: formula %.6f, FD %.6f 1/Eh" % (wx[-1], cx))

# ---------- ring with half-filled degenerate shell: kink ----------
R = 24; th = 2*np.pi*np.arange(R)/R; I = np.eye(R)
Tr = (I - 0.5*np.roll(I, 1, 0) - 0.5*np.roll(I, -1, 0)) / (2*np.pi/R)**2
ring = WuYang(I, Tr, 0*I, np.diag(np.cos(2*th))[None], 4*I/R, 2)
Wr = lambda t: ring.W(np.array([t]))
sr, sl = (Wr(1e-6) - Wr(0.))/1e-6, (Wr(0.) - Wr(-1e-6))/1e-6
assert abs(sr + 1) < 1e-4 and abs(sl - 1) < 1e-4
print("ring (%d sites, radius 1 bohr): slope left %.5f, right %.5f e" % (R, sl, sr))

# ---------- Mg atom, RHF target ----------
def magnesium(basis, expo):
    mol = gto.M(atom='Mg 0 0 0', basis={'Mg': basis}, verbose=0)
    mf = scf.RHF(mol); mf.conv_tol = 1e-11; mf.kernel()
    assert mf.converged
    aux = gto.M(atom='Mg 0 0 0', basis={'Mg': [[0, [a, 1.0]] for a in expo]}, verbose=0)
    Gm = np.asarray(df.incore.aux_e2(mol, aux, intor='int3c1e')).transpose(2, 0, 1)
    Gm = Gm / ((2*expo/np.pi)**0.75)[:, None, None]     # g_t = exp(-a_t r^2)
    Dt = mf.make_rdm1()
    V0 = mol.intor('int1e_nuc') + (1 - 1/12) * mf.get_j(dm=Dt)
    nl = [sum(mol.bas_nctr(i) for i in range(mol.nbas) if mol.bas_angular(i) == l) for l in (0, 1)]
    m = WuYang(mol.intor('int1e_ovlp'), mol.intor('int1e_kin'), V0, Gm, Dt, 6)
    return mol, mf, m, 3*(nl[0] - 3) + (nl[1] - 1)

NP = 8
expo = 0.1 * 3.0**np.arange(NP)
even = [[0, [0.025 * 2.2**k, 1.0]] for k in range(19)] + [[1, [0.03 * 2.2**k, 1.0]] for k in range(12)]
mol, mf, mg, pairs = magnesium(even, expo)
gr = dft.gen_grid.Grids(mol); gr.atom_grid = (250, 26); gr.prune = None; gr.build()
ao = dft.numint.eval_ao(mol, gr.coords); r2 = np.sum(gr.coords**2, 1)
ei = max(abs(ao.T @ (ao * (gr.weights*np.exp(-a*r2))[:, None]) - mg.G[t]).max()
         for t, a in enumerate(expo))
assert ei < 1e-6
rho = lambda D: np.sum((ao @ D) * ao, 1)
dens_err = lambda D: gr.weights @ abs(rho(D) - rho(mg.D0))
z = np.zeros(NP)
print("Mg orbitals: s 0.025*2.2^k (19), p 0.03*2.2^k (12) 1/bohr^2; %d AO, %d pairs" % (mol.nao, pairs))
print("Mg potential basis: a = 0.1*3^k 1/bohr^2, k=0..%d" % (NP - 1))
W0, e0, _, Ds, Vs = mg.solve(z)
assert abs(W0 - (2*e0[:6].sum() - np.sum(mg.D0*Vs))) < 1e-8
eg, eh, c_fd, c_an = derivative_errors(mg, z)
print("Mg errors: integrals %.1e, grad %.1e e, Hessian %.1e 1/Eh" % (ei, eg, eh))
print("Mg curvature, random direction: FD %.6f, formula %.6f 1/Eh" % (c_fd, c_an))
assert eg < 1e-6 and eh < 1e-5 and abs(c_fd - c_an) < 1e-5
THF = np.sum(mg.D0 * mg.T); g0 = mg.grad(z); chord = []; tang = []; closed = 0
for k in range(30):
    amp = 0.5 if k % 2 else 3.0
    b1, b2 = amp*rng.normal(size=NP), amp*rng.normal(size=NP); s = rng.uniform(0.1, 0.9)
    W1, e1 = mg.solve(b1)[:2]
    chord.append(mg.W(s*b1 + (1-s)*b2) - s*W1 - (1-s)*mg.W(b2))
    tang.append(W0 + g0 @ b1 - W1); closed += int(e1[6] - e1[5] < 1e-6)
    assert W1 <= THF
assert min(chord) > -1e-9 and min(tang) > -1e-9
print("30 pairs: min chord %.2e, min tangent %.2e Eh, closed gaps %d" % (min(chord), min(tang), closed))
b, hist, ok = mg.newton(z, 1e-8)
table(hist, 12)
Wm, e, C, D, V = mg.solve(b)
EW, E0 = mf.energy_tot(dm=D), mf.energy_tot(dm=Ds)
w = eigh(-mg.hess(b), eigvals_only=True)
print("eig(-H) min %.2e, max %.3f 1/Eh" % (w[0], w[-1]))
print("W_max %.6f, T[Phi] %.6f, T_HF %.6f, T_HF-W %.6f Eh" % (Wm, np.sum(D*mg.T), THF, THF - Wm))
print("int|n-n0|: start %.4f, end %.4f e" % (dens_err(Ds), dens_err(D)))
print("E_HF %.6f Eh; excess start %.4f, end %.6f Eh" % (mf.e_tot, E0 - mf.e_tot, EW - mf.e_tot))
for name, ee in (("FA", e0), ("WY", e), ("HF", mf.mo_energy)):
    print(name, "1s 2s 2p 3s LUMO/Eh:", " ".join("%.4f" % q for q in ee[[0, 1, 2, 5, 6]]))
gw, gh = e[6] - e[5], mf.mo_energy[6] - mf.mo_energy[5]
print("gap WY %.4f Eh = %.3f eV; HF %.4f Eh = %.3f eV" % (gw, gw*EV, gh, gh*EV))
print("b0-3/Eh:", " ".join("%.4f" % q for q in b[:4]))
print("b4-7/Eh:", " ".join("%.4f" % q for q in b[4:]))
assert ok and Wm <= THF and mf.e_tot <= EW < E0
assert dens_err(D) < 0.2*dens_err(Ds) and w[0] > 1e-10*w[-1]
rad = np.array([0.1, 0.5, 1.0, 2.0, 4.0, 10.0]); fa = []
for r in rad:
    with mol.with_rinv_origin((0, 0, r)):
        fa.append(-np.sum(mol.intor('int1e_rinv') * mg.D0) / 12)
vxc = np.array(fa) + np.exp(-np.outer(rad**2, expo)) @ b
print("r/bohr   :", " ".join("%.1f" % q for q in rad))
print("-vH/N /Eh:", " ".join("%.4f" % q for q in fa))
print("vxc/Eh   :", " ".join("%.4f" % q for q in vxc))

# ---------- sparse valence orbital basis with a finer potential basis ----------
dz = gto.basis.load('cc-pvdz', 'Mg')
_, _, mu_dz, _ = magnesium(gto.uncontract(dz), 0.05 * 2.5**np.arange(10))
wu = eigh(-mu_dz.hess(np.zeros(10)), eigvals_only=True)
bu, hu, oku = mu_dz.newton(np.zeros(10), 1e-8)
Wu, eu = mu_dz.solve(bu)[:2]
wv = eigh(-mu_dz.hess(bu), eigvals_only=True)
print("unc-cc-pVDZ, a=0.05*2.5^k (10): eig min/max start %.1e, end %.1e, converged %s" %
      (wu[0]/wu[-1], wv[0]/wv[-1], oku))
print("  iters %d, max|grad| %.1e e, gap %.4f Eh, max|b| %.2f Eh, 3s %.4f Eh" %
      (len(hu), abs(mu_dz.grad(bu)).max(), eu[6] - eu[5], abs(bu).max(), eu[5]))
assert Wu <= np.sum(mu_dz.D0 * mu_dz.T)

# ---------- contracted basis: exact extra null directions ----------
molc, _, mc, pairs_c = magnesium(dz, expo)
Wc, ec, Cc, Dc, _ = mc.solve(z)
U, sv, _ = np.linalg.svd(mc.factor(z), full_matrices=False)
rank = int(np.sum(sv > 1e-8 * sv[0]))
assert rank == pairs_c and rank < NP
Gmo = Cc.T @ mc.G @ Cc
u = U[:, rank:] @ (U[:, rank:].T @ (Gmo[:, 6, 6] - Gmo[:, 5, 5]))
gapc = ec[6] - ec[5]
u *= 0.25 * gapc / abs(np.linalg.eigvalsh(np.einsum('t,tpq->pq', u, Gmo))).max()
Wn, en, _, Dn, _ = mc.solve(u)
print("contracted cc-pVDZ: %d AO, pairs %d, rank %d, sv ratios %.1e %.1e" %
      (molc.nao, pairs_c, rank, sv[rank-1]/sv[0], sv[rank]/sv[0]))
print("null step: max|dD| %.1e, gap %.5f -> %.5f Eh, shift spread %.5f Eh" %
      (abs(Dn - Dc).max(), gapc, en[6] - en[5], np.ptp(en - ec)))
assert abs(Dn - Dc).max() < 1e-8 and abs(Wn - Wc - mc.grad(z) @ u) < 1e-9
assert np.ptp(en - ec) > 1e-4
print("success")
```

Running it gives:

```
model: M=39 dx=0.2 bohr, N=4, wells 1.0, 1.2 at -1.5, +1.5 bohr, soft 1 bohr
model FD errors: grad 2.8e-12 e, Hessian 1.8e-12 1/Eh
model eig(-H): -4.8e-20 7.11e-05 ... 0.236 1/Eh; min|D_j,j+1| 1.94e-03
iter  W/Eh  max|grad|/e  lam2/Eh  mu/(1/Eh)
 0 0.769716284 4.44e-02 1.60e-01 0.0e+00
 1 0.855577261 7.66e-03 9.65e-03 0.0e+00
 2 0.860770753 1.02e-03 2.31e-04 0.0e+00
 3 0.860889471 3.68e-05 4.33e-07 0.0e+00
 4 0.860889688 8.60e-08 3.42e-12 0.0e+00
 5 0.860889688 7.01e-13 3.85e-22 0.0e+00
model T_s 0.860889688 Eh, max|v-v*-c| 9.3e-10 Eh, c 1.127565 Eh
one step from eps=0.01, 0.005 Eh: err 2.194e-04 5.509e-05 Eh, ratio 3.982
gain 1.7016e-05 Eh, lam2/2 1.7035e-05 Eh
target scaled by 1.01: dW/dc -0.0400 e
non-Aufbau curvature: formula 0.342689, FD 0.342689 1/Eh
ring (24 sites, radius 1 bohr): slope left 1.00000, right -1.00000 e
Mg orbitals: s 0.025*2.2^k (19), p 0.03*2.2^k (12) 1/bohr^2; 55 AO, 59 pairs
Mg potential basis: a = 0.1*3^k 1/bohr^2, k=0..7
Mg errors: integrals 1.3e-14, grad 3.3e-11 e, Hessian 5.8e-09 1/Eh
Mg curvature, random direction: FD -0.621225, formula -0.621225 1/Eh
30 pairs: min chord 2.00e-03, min tangent 1.82e-03 Eh, closed gaps 0
iter  W/Eh  max|grad|/e  lam2/Eh  mu/(1/Eh)
 0 199.421248420 2.34e-01 3.31e-01 0.0e+00
 1 199.591178188 3.57e-02 5.36e-03 0.0e+00
 2 199.593974439 3.14e-03 3.32e-05 0.0e+00
 3 199.593991190 5.14e-05 5.73e-09 0.0e+00
 4 199.593991193 1.31e-08 3.78e-16 0.0e+00
 5 199.593991193 2.23e-12 1.93e-22 0.0e+00
eig(-H) min 2.33e-05, max 1.265 1/Eh
W_max 199.593991, T[Phi] 199.577596, T_HF 199.597412, T_HF-W 0.003421 Eh
int|n-n0|: start 1.1321, end 0.0404 e
E_HF -199.611212 Eh; excess start 0.2654, end 0.003555 Eh
FA 1s 2s 2p 3s LUMO/Eh: -44.0183 -2.7681 -1.6301 -0.3007 -0.1586
WY 1s 2s 2p 3s LUMO/Eh: -46.3434 -3.1242 -1.8867 -0.2641 -0.1458
HF 1s 2s 2p 3s LUMO/Eh: -49.0320 -3.7679 -2.2821 -0.2531 0.0333
gap WY 0.1184 Eh = 3.221 eV; HF 0.2863 Eh = 7.792 eV
b0-3/Eh: -0.0959 0.8547 -1.3217 -0.5622
b4-7/Eh: 1.2462 1.1558 -8.4971 1.8525
r/bohr   : 0.1 0.5 1.0 2.0 4.0 10.0
-vH/N /Eh: -2.6596 -1.4179 -0.8729 -0.4730 -0.2480 -0.1000
vxc/Eh   : -5.5956 -1.8929 -0.9013 -0.3160 -0.2604 -0.1000
unc-cc-pVDZ, a=0.05*2.5^k (10): eig min/max start 2.2e-07, end 1.9e-07, converged True
  iters 8, max|grad| 1.2e-13 e, gap 0.1075 Eh, max|b| 9.21 Eh, 3s -0.9682 Eh
contracted cc-pVDZ: 18 AO, pairs 5, rank 5, sv ratios 5.7e-03 6.6e-17
null step: max|dD| 4.7e-15, gap 0.14242 -> 0.14290 Eh, shift spread 0.02860 Eh
success
```
